# Bias-Dependent Barrier of a Graphene Contact on n-Type Silicon

**Question**

A large graphene sheet lies on uniformly doped n-type silicon. There is no gate, no charge at the interface and, until part (g), no potential drop between the sheet and the silicon surface. The sheet is neutral when the silicon bands are flat. The problem is one-dimensional, with $x$ measured into the silicon from the contact.

The band bending $\psi$ is the electrostatic potential deep in the silicon minus that at the contact. It is positive when electrons are repelled from the contact, and it is not the same as the applied reverse bias $V$. The electron barrier $\Phi_B$ is the silicon conduction-band edge at the contact minus the graphene Fermi level. The graphene Fermi energy $E_F$ is measured from the Dirac point, and $e$ is the positive elementary charge.

Data: donor density $N=10^{16}\ \mathrm{cm^{-3}}$; silicon permittivity $\varepsilon=11.7\,\varepsilon_0$; $\varepsilon_0/e=5.526\times10^5\ \mathrm{V^{-1}cm^{-1}}$; Dirac velocity $v=10^6$ m/s, so $\hbar v=0.6582$ eV nm; $kT=25.85$ meV at 300 K. Rough typical values are a flat-band barrier $\Phi_0=0.50$ eV and a bulk conduction edge $\xi=0.205$ eV above the silicon Fermi level.

**(a) Find the electron density $n$ that the sheet gains at band bending $\psi$, assuming full depletion. Then include the tail of mobile electrons at the depletion edge.**

*Answer.* Between the contact and the depletion edge $W$ the charge density is $+eN$. Gauss's law for the field component along $x$ is

$$\frac{dE_x}{dx}=\frac{eN}{\varepsilon},\qquad E_x(W)=0 .$$

Integration gives $E_x=-eN(W-x)/\varepsilon$. The minus sign means that the field points from the positive donors towards the graphene. Its magnitude is $F(x)=eN(W-x)/\varepsilon$. Since the potential rises into the silicon at the rate $F$,

$$\psi=\int_0^W F\,dx=\frac{eN}{\varepsilon}\int_0^W(W-x)\,dx=\frac{eNW^2}{2\varepsilon}.$$

The contact as a whole is neutral, so the sheet carries charge $-eNW$. Solving the last equation for $W$ gives

$$n=NW=N\sqrt{\frac{2\varepsilon\psi}{eN}}=\sqrt{\frac{2\varepsilon N\psi}{e}} .$$

For the tail, let $u(x)$ be the local bending, equal to zero in the bulk and $\psi$ at the contact. Electrons in equilibrium with the bulk have density $Ne^{-eu/kT}$, so Poisson's equation becomes

$$u''=\frac{eN}{\varepsilon}\left(1-e^{-eu/kT}\right).$$

Multiply by $u'$ and integrate from the bulk, where $u=u'=0$:

$$\frac{(u')^2}{2}=\frac{eN}{\varepsilon}\left[u-\frac{kT}{e}+\frac{kT}{e}e^{-eu/kT}\right].$$

At the contact $|u'|=F(0)=en/\varepsilon$. Hence $\psi$ in the depletion formula is replaced by $\psi-kT/e+(kT/e)e^{-e\psi/kT}$. At 0.5 V this lowers $n$ by 2.6% relative to full depletion, and at 10.5 V by about 0.1%.

**(b) Relate $n$ to the Fermi energy of degenerate graphene.**

*Answer.* Degenerate here means that the states are filled as at zero temperature. Near each of the two Dirac points the energy is $\hbar vk$. With two spins, the electrons added to the neutral sheet fill a disc of radius $k_F$ in each valley:

$$n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi}.$$

Therefore

$$E_F=\hbar vk_F=\hbar v\sqrt{\pi n}.$$

The number of states up to energy $E$ is $E^2/(\pi\hbar^2v^2)$. Its derivative is the density of states $D(E)=2E/(\pi\hbar^2v^2)$, which vanishes at the Dirac point. This is why a modest charge moves the Fermi level visibly, whereas in an ordinary metal the same charge hardly would.

**(c) Show from the energy of the contact that the barrier falls as reverse bias rises.**

*Answer.* Consider transferring $n$ electrons per area from the silicon Fermi level to the graphene. At flat band the Dirac point lies $\Phi_0$ below the silicon conduction edge, while the silicon Fermi level lies $\xi$ below that edge. Moving an electron to the Dirac point therefore lowers its energy by $\Phi_0-\xi$, before the bias and the field energy are counted. Reverse bias drives electrons into the graphene, and the source does work $eV$ on each. The energy to be minimised per area is

$$U(n)=\int_0^n E_F(n')\,dn'+\int_0^W\frac{\varepsilon F^2}{2}\,dx-(\Phi_0-\xi+eV)n .$$

The field energy follows from $F=eN(W-x)/\varepsilon$ and $W=n/N$:

$$\int_0^W\frac{\varepsilon F^2}{2}\,dx=\frac{e^2N^2W^3}{6\varepsilon}=\frac{e^2n^3}{6\varepsilon N}.$$

Its derivative is $e^2n^2/(2\varepsilon N)$, which equals $e\psi$ by part (a). Setting $dU/dn=0$ gives

$$E_F+e\psi=\Phi_0-\xi+eV .$$

Both terms on the left increase with $n$, so the stationary point is a minimum, and a larger $V$ requires a larger $n$.

Now measure energies from the Fermi level of the bulk silicon. The conduction edge at the contact is at $\xi+e\psi$, and the graphene Fermi level is at $eV$. Their difference is the barrier:

$$\Phi_B=\xi+e\psi-eV=\Phi_0-E_F .$$

A larger reverse bias thus raises $E_F$ and lowers $\Phi_B$. The Dirac point stays fixed relative to the silicon edge at the contact, because no potential drop between them has been allowed. The added electrons fill higher graphene states and so face a smaller step into the silicon.

**(d) Show that, for degenerate graphene, raising $\psi$ from 0.5 to 10.5 V lowers the barrier by about 67 meV. What change of applied bias is needed?**

*Answer.* Combining the preceding results,

$$\Phi_0-\Phi_B=\hbar v\sqrt{\pi}\left(\frac{2\varepsilon N\psi}{e}\right)^{1/4}.$$

One square root comes from the depletion charge and the other from the linear graphene band.

At 0.5 V,

$$W=\sqrt{\frac{2(11.7)(5.526\times10^5)(0.5)}{10^{16}}}\ \mathrm{cm}=2.543\times10^{-5}\ \mathrm{cm}=254.3\ \mathrm{nm}.$$

Thus $n=NW=2.543\times10^{11}\ \mathrm{cm^{-2}}=2.543\times10^{-3}\ \mathrm{nm^{-2}}$, and

$$E_F=0.6582\sqrt{\pi(2.543\times10^{-3})}\ \mathrm{eV}=58.8\ \mathrm{meV}.$$

The bending then rises by a factor of 21. The sheet density rises by $\sqrt{21}$, to $1.165\times10^{12}\ \mathrm{cm^{-2}}$, and the Fermi energy by $21^{1/4}=2.141$, to 125.9 meV. The lowering between the two bendings is

$$\Delta\Phi=125.9-58.8\approx67\ \mathrm{meV}=0.067\ \mathrm{eV}.$$

With $\Phi_0=0.50$ eV the barrier falls from 0.441 to 0.374 eV. The value of $\Phi_0$ cancels from the lowering at fixed bendings.

The applied bias follows from part (c):

$$eV=e\psi+E_F-\Phi_0+\xi .$$

It is $0.500+0.059-0.500+0.205=0.264$ V at the lower bending and 10.331 V at the upper. The bias must rise by 10.067 V, slightly more than the bending, because the source must also raise the graphene Fermi level.

**(e) The contact is used at 300 K. Derive the relation between $n$ and $E_F$ with thermal filling, and find the lowering again.**

*Answer.* The net density is electrons in the upper band minus holes in the lower band. A hole at energy $-E$ has probability $1/[1+e^{(E+E_F)/kT}]$. With $t=E/kT$ and $\eta=E_F/kT$,

$$n=\frac{2}{\pi}\left(\frac{kT}{\hbar v}\right)^2[J(\eta)-J(-\eta)],\qquad J(\eta)=\int_0^\infty\frac{t\,dt}{1+e^{t-\eta}} .$$

Differentiating with respect to $\eta$ and integrating by parts gives

$$J'(\eta)=\int_0^\infty\frac{dt}{1+e^{t-\eta}}=\ln(1+e^\eta).$$

It follows that

$$\frac{d}{d\eta}[J(\eta)+J(-\eta)]=\ln\frac{1+e^\eta}{1+e^{-\eta}}=\eta .$$

Expanding the integrand of $J(0)$ in powers of $e^{-t}$ gives $J(0)=1-1/4+1/9-\dots=\pi^2/12$. Integration from zero then yields $J(\eta)+J(-\eta)=\eta^2/2+\pi^2/6$, and so

$$n=\frac{2}{\pi}\left(\frac{kT}{\hbar v}\right)^2\left[\frac{\eta^2}{2}+\frac{\pi^2}{6}-2J(-\eta)\right].$$

For $\eta\ge0$ the same expansion gives $J(-\eta)=e^{-\eta}-e^{-2\eta}/4+e^{-3\eta}/9-\dots$.

Let $\eta_0$ be the degenerate Fermi energy divided by $kT$. Since $n$ is fixed by the silicon, the bracket must equal $\eta_0^2/2$. At 0.5 V, $\eta_0=58.83/25.85=2.276$, so the bracket must be 2.590. The solution is $\eta=1.625$:

$$1.320+1.645-2(0.188)=2.589 ,$$

which agrees to rounding. The Fermi energy is therefore 42.0 meV instead of 58.8 meV. At 10.5 V the same equation gives 117.0 meV instead of 125.9 meV. The lowering becomes 75.0 meV, and including the depletion tail from part (a) makes it 75.8 meV.

Two limits explain the change. For $\eta\gg1$, $J(-\eta)$ is negligible, and

$$E_F\simeq\sqrt{E_{F0}^2-\frac{(\pi kT)^2}{3}}\simeq E_{F0}-\frac{(\pi kT)^2}{6E_{F0}},$$

where $E_{F0}$ is the degenerate value. In this range the thermal reduction becomes smaller as the sheet fills. At the lower bending $\eta$ is only 1.6, too small for this limit to be accurate, but the full equation shows the same trend: the reduction is 16.8 meV there and 8.9 meV at the upper bending. The difference between the Fermi energies therefore grows by 7.9 meV.

For $\eta\ll1$, the derivative of $J(\eta)-J(-\eta)$ at zero is $2\ln2$. The density is then linear in $E_F$:

$$n\simeq\frac{4\ln2}{\pi}\,\frac{kT\,E_F}{(\hbar v)^2}.$$

In this limit the lowering follows $\psi^{1/2}$ rather than $\psi^{1/4}$. Much lighter silicon doping reaches it while $\psi$ remains well above $kT/e$: at $10^{13}\ \mathrm{cm^{-3}}$, $\eta$ is 0.06 and 0.27 at the two bendings, whereas at $10^{15}\ \mathrm{cm^{-3}}$ it is still 2.2 at the upper one.

If the thermionic prefactor and temperature are held fixed, a lowering of 75.8 meV multiplies the emission current by $e^{75.8/25.85}=18.8$. The degenerate result would give 13.4.

**(f) Suppose instead that the sheet already holds $p_0=5\times10^{12}\ \mathrm{cm^{-2}}$ holes at flat band. Find the degenerate lowering between the same bendings.**

*Answer.* The silicon still supplies the same $n$ at each $\psi$, but these electrons now remove holes. While $n<p_0$,

$$E_F=-\hbar v\sqrt{\pi(p_0-n)} .$$

Because $E_F$ still rises with $n$, the barrier still falls:

$$\Delta\Phi=\hbar v\sqrt{\pi}\left(\sqrt{p_0-n_1}-\sqrt{p_0-n_2}\right).$$

The remaining hole densities are $4.746\times10^{12}$ and $3.835\times10^{12}\ \mathrm{cm^{-2}}$. They put the Fermi level 254.2 and 228.5 meV below the Dirac point, so the lowering is 25.7 meV.

For $p_0\gg n$, expansion of the roots gives

$$\Delta\Phi\simeq\frac{\hbar v\sqrt{\pi}\,(n_2-n_1)}{2\sqrt{p_0}} .$$

The sheet then has a large density of states at its Fermi level and behaves more like an ordinary metal. The $\psi^{1/4}$ formula of part (d) thus rests on neutrality at flat band. The number 67 meV does not identify a neutral sheet, however: the lowering is not monotonic in $p_0$, and $p_0\approx1.4\times10^{12}\ \mathrm{cm^{-2}}$ gives the same degenerate value.

**(g) Estimate the largest effects left out, and say what the result means for a real diode.**

*Answer.* **Gap.** Suppose that a vacuum gap of width $d$ separates the sheet from the silicon. The field in it is $en/\varepsilon_0$ and points towards the graphene, so electron energies are higher on the graphene side. This lifts the Dirac point relative to the silicon edge, and the barrier becomes

$$\Phi_B=\Phi_0-E_F-\frac{e^2nd}{\varepsilon_0}.$$

At fixed $\psi$ the density $n$ is unchanged, so the two contributions add. For $d=0.3$ nm the extra lowering is 49.5 meV. Added to the 300 K result, it gives about 125 meV. The effective width and permittivity of so thin a gap are uncertain, so this is a measure of size.

**Image force.** For an ideal metal, an electron at distance $x$ has its barrier reduced by

$$eF(0)x+\frac{e^2}{16\pi\varepsilon x}.$$

The barrier top is where this reduction is smallest. Setting the derivative to zero gives $x^2=e/(16\pi\varepsilon F(0))$, and the reduction there is $e\sqrt{eF(0)/(4\pi\varepsilon)}$. The peak field rises from 0.039 to 0.180 MV/cm, which adds 25.1 meV of lowering. This is the ideal-metal value. A weakly filled graphene sheet with vacuum or air behind it screens much less: with static screening, the image energy at the distance of the barrier top is only about one sixth of the metal's. The 25.1 meV therefore probably overstates the effect in graphene.

**Tunnelling.** Near the contact the barrier is nearly triangular. At energy $w$ below its top, the WKB transmission for mass $m$ is

$$T(w)=\exp\left[-\frac{2}{\hbar}\int_0^{w/eF}\sqrt{2m(w-eFx)}\,dx\right]=\exp\left[-\frac{4\sqrt{2m}\,w^{3/2}}{3\hbar eF}\right],$$

with $F=F(0)$. Taking unit transmission above the top, the increase in thermal emission is equivalent to a lowering

$$kT\ln\left[1+\frac{1}{kT}\int_0^{0.3\,\mathrm{eV}}e^{w/kT}T(w)\,dw\right].$$

Between the two bendings this adds 28.9 meV for a mass of $0.19m_e$ and 14.3 meV for $0.92m_e$, the two silicon electron masses for motion normal to a (100) surface. WKB is inaccurate near the barrier top. Tunnelling and image force also alter the same part of the barrier, so their estimates should not simply be added.

**Smaller effects.** Charge puddles with a 50 meV Gaussian spread of the local Dirac energy change the 300 K lowering from 75.8 to 76.5 meV; a 100 meV spread would reduce it to about 63 meV. A Dirac velocity 10% higher raises the degenerate lowering to 73.8 meV. At 10.5 V, carriers in equilibrium with the graphene would give about $10^{13}$ electrons and $10^7$ holes per $\mathrm{cm^3}$ at the silicon surface. Both are far below the donor density, so neglecting them in the depletion charge is justified here. With rough ionisation coefficients, the electron ionisation integral is 0.010, so avalanche multiplication is small away from the contact edge. Field crowding at that edge is outside this one-dimensional model.

**Real diode.** The silicon doping and Dirac velocity are realistic, while $\Phi_0$ is a rough value. Neutrality at flat band is the special assumption: graphene transferred to silicon and exposed to air is often hole-doped, with densities of roughly $10^{12}$ to $10^{13}\ \mathrm{cm^{-2}}$. The case in part (f) lies in that range and reduces the degenerate lowering from 67 to 26 meV. Hole doping does not always reduce it, however. With $10^{12}\ \mathrm{cm^{-2}}$ holes, the added electrons carry the Fermi level through the Dirac point, where states are few, and the degenerate lowering between the same bendings is 148 meV. Thermal filling matters near the Dirac point and reduces this to about 119 meV at 300 K, still more than the 75 meV of the initially neutral sheet. A real interface may also have a thin oxide and charged states. If the charge in those states changes with bias, $n=NW$ no longer holds. The 67 meV is therefore the Fermi-level contribution for an ideal, initially neutral and degenerate sheet; at 300 K the same ideal contact gives about 76 meV. A measured barrier change would also contain the gap, image-force and tunnelling contributions. The values for both bendings are collected in the numerical output below.

## Values computed for the example and the checks

```
Donor density: 1.0e+16 cm^-3
Relative permittivity of silicon: 11.7
Dirac velocity: 1.0e+06 m/s
hbar times Dirac velocity: 0.6582 eV nm
Temperature: 300 K; kT: 25.85 meV
Rough flat-band barrier: 0.50 eV
Rough silicon band gap: 1.12 eV
Rough Nc, Nv: 2.8e+19, 2.7e+19 cm^-3
Bulk conduction edge minus Fermi level: 0.205 eV
--- Band bending: 0.5 V
Depletion width: 254.3 nm
Peak field: 0.0393 MV/cm
Graphene electron density: 2.543e+11 cm^-2
Degenerate Fermi energy: 58.83 meV
Degenerate-limit barrier: 0.4412 eV
300 K Fermi energy, full depletion: 42.01 meV
300 K Fermi energy, with tail: 41.12 meV
Reverse bias, degenerate graphene: 0.264 V
--- Band bending: 10.5 V
Depletion width: 1165.3 nm
Peak field: 0.1802 MV/cm
Graphene electron density: 1.165e+12 cm^-2
Degenerate Fermi energy: 125.94 meV
Degenerate-limit barrier: 0.3741 eV
300 K Fermi energy, full depletion: 117.00 meV
300 K Fermi energy, with tail: 116.92 meV
Reverse bias, degenerate graphene: 10.331 V
--- Barrier lowering between the two bendings
Degenerate graphene: 67.11 meV = 0.0671 eV
300 K, full depletion: 75.00 meV
300 K, with depletion tail: 75.80 meV
Rise of reverse bias: 10.067 V
Thermionic factor, 67 meV result: 13.4
Thermionic factor, 300 K with tail: 18.8
--- Sizes of neglected effects
Puddle spread: 50 meV
300 K lowering with puddles: 76.5 meV
Initial hole density: 5.0e+12 cm^-2
Degenerate lowering with these holes: 25.7 meV
Vacuum gap width: 0.3 nm
Extra lowering from gap: 49.5 meV
Extra ideal image lowering: 25.1 meV
Extra WKB lowering, mass 0.19: 28.9 meV
Extra WKB lowering, mass 0.92: 14.3 meV
Lowering with 10% higher velocity: 73.8 meV
Surface electrons at 10.5 V: 1.0e+13 cm^-3
Surface holes at 10.5 V: 1.1e+07 cm^-3
Rough ionisation coefficients: 7.0e+05 /cm, 1.23e+06 V/cm
Electron ionisation integral at 10.5 V: 1.03e-02 (no unit)
```
